# Logarithmic Displacement of a Tagged Atom Driven by One Vacancy, part 1

(Sections cited here and not found follow in the second part.)

## From the hopping rule to an exact generating function

Consider first a chain of atoms with lattice spacing $a$ and one empty site. The tagged atom sits at site 0 and the vacancy at site 1. At each step the vacancy exchanges places with its left or right neighbour, with probability $1/2$ each. Let $X_n$ be the site of the vacancy after $n$ steps. While $X_n\ge 1$, the tagged atom is at site 0. When the vacancy steps from 1 to 0, the atom moves to site 1, and it stays there for as long as $X_n\le 0$. Its displacement $R_n$ is therefore either 0 or $a$, and

$$\langle R_n^2\rangle=a^2\,P(X_n\le 0)=\frac{a^2}{2}\,[1-P(X_n=1)]\;\longrightarrow\;\frac{a^2}{2}. \tag{1}$$

The second equality holds because the walk is symmetric about its starting site 1, so that $P(X_n\le0)=P(X_n\ge2)$, and these two probabilities and $P(X_n=1)$ add up to one. The limit follows because the probability of finding the walker at any given site tends to zero.

The atom does not stop moving. The vacancy crosses the bond between sites 0 and 1 whenever it is at one of these sites and takes the right one of its two steps. At step $m$ parity allows one of the two sites, and Stirling's formula gives its occupation probability as about $\sqrt{2/(\pi m)}$. The mean number of exchanges up to step $n$ is thus about $\frac12\sum_m\sqrt{2/(\pi m)}\simeq\sqrt{2n/\pi}$, which grows without limit. The displacement stays bounded because each jump undoes the one before it: a vacancy that has passed the atom can come back to it from one side alone.

Two quantities therefore decide how far the atom goes: how often the vacancy returns, and how strongly successive jumps oppose each other. On a square lattice the vacancy can walk around the atom and return from another side. The reversal is then partial, and the displacement can grow.

### The model on the square lattice

An infinite square lattice of spacing $a$ is fully occupied except for one vacancy. At each step the vacancy exchanges places with one of its four neighbours, each chosen with probability $1/4$. The tagged atom exchanges as easily as any other atom; it differs by its label alone. The path of the vacancy is then a simple random walk that takes no notice of the tagged atom. No second vacancy, no boundary and no force acts on either of them.

Site vectors are written in units of $a$. The symbol $\mathbf e$ stands for any of the four unit lattice vectors. The position of the vacancy is measured from the tagged atom, and its starting value is $\mathbf r_0\neq 0$. The displacement of the atom after $n$ vacancy steps is $\mathbf R_n$, in units of length. Angle brackets denote the average over vacancy histories at fixed $\mathbf r_0$.

Let $p_n(\mathbf r)$ be the probability that a free walk, started at the origin, is at $\mathbf r$ after $n$ steps. Its generating function is

$$G(\mathbf r;z)=\sum_{n=0}^{\infty}z^n p_n(\mathbf r),\qquad |z|<1. \tag{2}$$

The last step into $\mathbf r$ came from one of the four neighbours, so $p_{n+1}(\mathbf r)=\frac14\sum_{\mathbf e}p_n(\mathbf r-\mathbf e)$. Multiplying by $z^{n+1}$, summing over $n$ and adding the term $n=0$ gives

$$G(\mathbf r;z)=\delta_{\mathbf r,0}+\frac z4\sum_{\mathbf e}G(\mathbf r-\mathbf e;z). \tag{3}$$

At $\mathbf r=0$ the four terms are equal by symmetry. Writing $G_0=G(0;z)$, one has

$$G_0=1+z\,G(\mathbf e;z),\qquad G(\mathbf e;z)=\frac{G_0-1}{z}. \tag{4}$$

### When the vacancy reaches the atom

Between two exchanges the atom is at rest, and the vacancy walks freely until it steps onto the atom's site. Let $h_n(\mathbf r)$ be the probability that a walk started at $\mathbf r\ne0$ reaches the origin for the first time at step $n$. A walk that is at the origin at step $n$ reached it for the first time at some step $k\le n$, and then returned in the remaining $n-k$ steps. Since the walk from $\mathbf r$ to 0 is as probable as that from 0 to $\mathbf r$,

$$p_n(\mathbf r)=\sum_{k=1}^{n}h_k(\mathbf r)\,p_{n-k}(0). \tag{5}$$

The right-hand side is a convolution, so the generating functions multiply:

$$\sum_n z^n h_n(\mathbf r)=\frac{G(\mathbf r;z)}{G_0}. \tag{6}$$

Two cases are needed. For the first exchange the vacancy starts at $\mathbf r_0$; for each later one it starts next to the atom, as the next paragraph shows. With (4),

$$F_0(z)=\frac{G(\mathbf r_0;z)}{G_0},\qquad F(z)=\frac{G(\mathbf e;z)}{G_0}=\frac{G_0-1}{zG_0}. \tag{7}$$

Suppose the vacancy is at the neighbouring position $\mathbf u$ and steps onto the atom. The atom moves into the site the vacancy has left, so its displacement is $+a\mathbf u$. The vacancy is now on the atom's old site, which lies at $-\mathbf u$ from the atom's new position. Taking the new position as the origin restores the original problem with the start $-\mathbf u$, because the lattice is infinite and all other atoms are alike. The waiting time until the next exchange and the direction of the next jump thus depend on the past through the last direction $\mathbf u$ alone.

### The correlation of successive jumps

After a jump $\mathbf u$, let $A(\mathbf u';z)$ be the generating function for the event that the next arrival occurs at step $n$ and comes from the neighbour $\mathbf u'$. The next jump is then $\mathbf u'$. The sum of $A$ over the four directions is $F$. The two directions perpendicular to $\mathbf u$ have equal weight, by reflection in the line along $\mathbf u$, and cancel in the vector sum:

$$\sum_{\mathbf u'}\mathbf u'A(\mathbf u';z)=C(z)\,\mathbf u,\qquad C(z)=A(\mathbf u;z)-A(-\mathbf u;z). \tag{8}$$

At $z=1$, provided that the return is certain, $C$ is the mean cosine of the angle between successive jumps. For $z<1$ long waiting times are given less weight.

To find $A$, let $g(\mathbf r|\mathbf s;z)$ generate the visits to $\mathbf r$ by a walk that starts at $\mathbf s$ and ends when it reaches the origin. A free walk makes these visits and, after its first arrival at the origin, further visits that start from there. By (6) the first arrival has the generating function $G(\mathbf s)/G_0$. For $\mathbf r,\mathbf s\ne0$ this gives

$$G(\mathbf r-\mathbf s)=g(\mathbf r|\mathbf s)+\frac{G(\mathbf s)G(\mathbf r)}{G_0}. \tag{9}$$

An arrival from $\mathbf u'$ is a visit to $\mathbf u'$ followed by one step of probability $1/4$, which adds a factor $z$. Hence $A(\mathbf u')=(z/4)\,g(\mathbf u'|-\mathbf u)$. The two values that enter (8) are

$$\begin{aligned}
g(\mathbf u|-\mathbf u)&=G(2\mathbf u)-\frac{G(\mathbf e)^2}{G_0},\\
g(-\mathbf u|-\mathbf u)&=G_0-\frac{G(\mathbf e)^2}{G_0}.
\end{aligned} \tag{10}$$

The terms that describe absorption at the atom are equal and drop out of the difference:

$$C(z)=-\frac z4\,\big[G(0;z)-G(2\mathbf e;z)\big]. \tag{11}$$

For $0<z<1$ this is negative. By (10) the difference in (11) equals $g(-\mathbf u|-\mathbf u)-g(\mathbf u|-\mathbf u)$. To reach the far neighbour $\mathbf u$ without touching the atom, a walk from $-\mathbf u$ must cross the perpendicular line through the atom. Reflecting the path after its last contact with that line turns every such walk into one that ends at $-\mathbf u$. The near neighbour also has the walks that never touch the line, so it is visited more.

### Summing over the jumps

Let the exchanges occur at steps $T_1<T_2<\dots$, with jump directions $\mathbf u_1,\mathbf u_2,\dots$. Squaring the sum of all jumps made up to step $n$ gives

$$R_n^2=a^2\sum_{j:\,T_j\le n}\Big(1+2\sum_{i<j}\mathbf u_i\cdot\mathbf u_j\Big), \tag{12}$$

where each pair is counted with its later member. A term with index $j$ contributes for every $n\ge T_j$, and $\sum_{n\ge T_j}z^n=z^{T_j}/(1-z)$. Therefore

$$\sum_n z^n\langle R_n^2\rangle=\frac{a^2}{1-z}\sum_{j\ge1}\Big\langle z^{T_j}\Big(1+2\sum_{i<j}\mathbf u_i\cdot\mathbf u_j\Big)\Big\rangle. \tag{13}$$

The order of summation may be changed: $T_j\ge j$ and the bracket is at most $2j$ in magnitude, so the sum is bounded by $\sum_j 2j|z|^j$, which converges.

The waiting times multiply. The first contributes $F_0$ and each later one contributes $F$, whatever the preceding direction:

$$\langle z^{T_j}\rangle=F_0F^{\,j-1}. \tag{14}$$

For the products, fix the history up to exchange $j-1$. By (8), the average of $z^{T_j-T_{j-1}}\mathbf u_j$ is $C\mathbf u_{j-1}$. Repeating this step back to exchange $i$ gives $C^{\,j-i}\mathbf u_i$. Its scalar product with $\mathbf u_i$ is $C^{\,j-i}$, since $\mathbf u_i^2=1$. The time up to exchange $i$ supplies the factor (14) with $j$ replaced by $i$:

$$\langle z^{T_j}\,\mathbf u_i\cdot\mathbf u_j\rangle=F_0F^{\,i-1}C^{\,j-i}. \tag{15}$$

Both $|F|$ and $|C|$ are below one for $|z|<1$, because their coefficients are bounded in magnitude by first-arrival probabilities, whose sum does not exceed one. The sum over $i$ and the sum over $k=j-i\ge1$ are then independent geometric series:

$$\frac{F_0}{1-F}\left(1+\frac{2C}{1-C}\right)=\frac{F_0}{1-F}\;\frac{1+C}{1-C}. \tag{16}$$

From (7),

$$1-F=\frac{zG_0-G_0+1}{zG_0}=\frac{1-(1-z)G_0}{zG_0}, \tag{17}$$

and dividing $F_0=G(\mathbf r_0)/G_0$ by this cancels $G_0$. The result is

$$\sum_n z^n\langle R_n^2\rangle=\frac{a^2}{1-z}\;\frac{z\,G(\mathbf r_0;z)}{1-(1-z)G_0}\;\frac{1+C(z)}{1-C(z)}. \tag{18}$$

No long-time approximation has been made. The mean number of exchanges $\langle N_n\rangle$ follows from the terms 1 in (13) alone:

$$\sum_n z^n\langle N_n\rangle=\frac{1}{1-z}\;\frac{z\,G(\mathbf r_0;z)}{1-(1-z)G_0}. \tag{19}$$

The last factor of (18) thus carries the whole effect of the correlation between jumps.

### Three checks

The chain is covered by (16) with its own $F$ and $C$, since (12) to (15) do not depend on the lattice. There the vacancy returns from the side on which it left, so $A(\mathbf u)=0$, $A(-\mathbf u)=F$ and $C=-F$. Expression (16) becomes $F_0/(1+F)$. As $z\to1$ both first-arrival functions tend to one, because a walk on a chain is certain to return, and the value is $1/2$. This is the limit in (1).

On the square lattice the first two steps can be followed by hand. Let the vacancy start next to the atom. At step 1 it exchanges with the atom with probability $1/4$, so $\langle R_1^2\rangle=a^2/4$. If it does not, it moves to a site that is not a neighbour of the atom and cannot exchange at step 2. If it does, it reverses the exchange at step 2 with probability $1/4$. Hence $\langle R_2^2\rangle=\frac14\cdot\frac34a^2=\frac{3}{16}a^2$. In (18), the return probability $p_2(0)=1/4$ gives $G_0=1+z^2/4+\dots$, and (4) gives $G(\mathbf e)=z/4+\dots$, whose next term is of order $z^3$. The denominator is $1-(1-z)G_0=z-z^2/4+\dots$, so the middle factor is $(z/4)(1+z/4+\dots)$. From (11), $C=-z/4+\dots$, and the last factor is $1-z/2+\dots$. The product is $z/4-z^2/16+\dots$. Division by $1-z$ adds up the coefficients and yields $1/4$ and $1/4-1/16=3/16$, as found directly.

For longer times, let $P_n(\mathbf r)$ be the probability that the vacancy is at $\mathbf r$ from the atom, and let $\mathbf M_n(\mathbf r)$ be the mean of $\mathbf R_n$ restricted to those histories. An exchange from the neighbour $\mathbf e$ replaces $\mathbf R$ by $\mathbf R+a\mathbf e$, which changes $R^2$ by $a^2+2a\,\mathbf e\cdot\mathbf R$. Thus

$$\langle R_{n+1}^2\rangle-\langle R_n^2\rangle=\frac14\sum_{\mathbf e}\big[a^2P_n(\mathbf e)+2a\,\mathbf e\cdot\mathbf M_n(\mathbf e)\big]. \tag{20}$$

Both fields can be advanced numerically from the hopping rule, without generating functions. For a vacancy that starts beside the atom, the values obtained in this way over 1500 steps differ from the coefficients of (18) by at most $1.3\times10^{-15}a^2$, which is rounding error. A start at the diagonal neighbour, followed for 400 steps, agrees equally well.

## Long times, and a vacancy in a copper surface

The quantities carried over are these. $G(\mathbf r;z)$ generates the probabilities $p_n(\mathbf r)$ of a free walk on the square lattice, and $G_0=G(0;z)$. The vacancy starts at $\mathbf r_0$ from the tagged atom, in units of the spacing $a$, and $\mathbf e$ is a unit lattice vector. $F(z)$ generates the waiting time between exchanges, and $C(z)=-(z/4)[G_0-G(2\mathbf e;z)]$ is the weighted mean cosine between successive jumps. The mean-square displacement after $n$ vacancy steps is the coefficient of $z^n$ in (18), and the mean number of exchanges is that in (19). Long times correspond to $z$ near 1.

The exact generating function (18) for the tagged atom's mean-square displacement now stands, and it agrees with the chain, with the first two steps followed by hand, and with direct numerical use of the hopping rule. What remains is to extract its long-time behaviour and apply it to a vacancy in a copper surface.
